# Orthonormal projectors for a multi-projector pseudopotential from the Gram matrix: a program that tests the result

```python
"""Diagonal form of a multi-projector nonlocal pseudopotential.

Result under test: V = sum_ij |chi_i> (B^-1)_ij <chi_j|, with B Hermitian and
nonsingular and Gram matrix S_ij = <chi_i|chi_j>, equals
sum_k d_k |beta_k><beta_k| with orthonormal beta_k.  The d_k are eigenvalues of
S^(1/2) B^-1 S^(1/2), do not depend on the basis chosen for the chi_i, and have
as many positive and negative members as the eigenvalues of B.
Example: hydrogen s channel, functions u(r) = r R(r), Hartree atomic units.
phi_i: pseudo-functions; psi_i: true functions; eps_i: their energies;
chi_i = (eps_i - T - V_loc) phi_i;  B_ij = <phi_i|chi_j>.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.constants import physical_constants
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rc = 1.5
eps = np.array([-0.5, -0.125])
degrees = np.arange(1, 16, 2)


def inertia(matrix):
    values = np.linalg.eigvalsh(matrix)
    return int(np.sum(values > 0)), int(np.sum(values < 0))


def diagonal_form(gram, b_matrix):
    """Return d, coefficients a (beta = chi a), and the reduced matrix."""
    s, u = np.linalg.eigh(gram)
    root = (u * np.sqrt(s)) @ u.conj().T
    inverse_root = (u / np.sqrt(s)) @ u.conj().T
    reduced = root @ np.linalg.inv(b_matrix) @ root
    reduced = (reduced + reduced.conj().T) / 2
    d, y = np.linalg.eigh(reduced)
    return d, inverse_root @ y, reduced


def dense_nonzero(vectors, b_matrix):
    """Diagonalize the full operator and keep its n largest |eigenvalues|."""
    operator = vectors @ np.linalg.inv(b_matrix) @ vectors.conj().T
    values = np.linalg.eigvalsh((operator + operator.conj().T) / 2)
    order = np.argsort(-np.abs(values))
    n = vectors.shape[1]
    return np.sort(values[order[:n]]), np.abs(values[order[n:]]).max()


# General theorem on random complex projectors, every possible inertia.
rng = np.random.default_rng(7)


def random_complex(rows, columns):
    return (rng.normal(size=(rows, columns))
            + 1j * rng.normal(size=(rows, columns)))


random_error = 0.0
for positives in range(5):
    chi_r = random_complex(12, 4)
    unitary = np.linalg.qr(random_complex(4, 4))[0]
    signs = np.where(np.arange(4) < positives, 1.0, -1.0)
    b_r = (unitary * (signs * rng.uniform(0.5, 2, 4))) @ unitary.conj().T
    d_r = diagonal_form(chi_r.conj().T @ chi_r, b_r)[0]
    dense_r, rest_r = dense_nonzero(chi_r, b_r)
    scale = np.abs(dense_r).max()
    random_error = max(random_error, np.abs(d_r - dense_r).max() / scale)
    assert rest_r < 1e-10 * scale
    assert (np.sum(dense_r > 0), np.sum(dense_r < 0)) == (
        positives, 4 - positives)
assert random_error < 1e-10

# Dependent projectors with an unrelated B break the sign rule.
one = rng.normal(size=(6, 1))
dependent = np.hstack([one, one])
values = np.linalg.eigvalsh(dependent @ np.diag([1, -0.5]) @ dependent.T)
assert np.sum(values > 1e-10) == 1 and np.sum(values < -1e-10) == 0
# If B is formed as <phi|chi>, dependent projectors make it singular.
b_dependent = rng.normal(size=(6, 2)).T @ dependent
assert np.linalg.svd(b_dependent, compute_uv=False)[-1] < 1e-12

# Hydrogen functions and the inner quadrature grid.
x, w = np.polynomial.legendre.leggauss(80)
r = rc * (x + 1) / 2
weight = w * rc / 2
sw = np.sqrt(weight)[:, None]


def true_functions(radius):
    return np.array([2 * radius * np.exp(-radius),
                     radius * (1 - radius / 2) * np.exp(-radius / 2)
                     / np.sqrt(2)])


def basis(radius, derivative=0):
    """Odd Legendre functions, orthonormal on [0, rc], or derivatives."""
    columns = []
    for n in degrees:
        c = np.zeros(n + 1)
        c[n] = 1
        f = legendre.legval(np.asarray(radius) / rc,
                            legendre.legder(c, derivative))
        columns.append(f * np.sqrt((2 * n + 1) / rc) / rc**derivative)
    return np.array(columns).T


psi = true_functions(r)
true_overlap = (psi * weight) @ psi.T
edge_value = true_functions(rc)
edge_slope = np.array([2 * (1 - rc) * np.exp(-rc),
                       (1 - 1.5 * rc + rc**2 / 4) * np.exp(-rc / 2)
                       / np.sqrt(2)])
edge_curvature = 2 * (-1 / rc - eps) * edge_value
f0, f2 = basis(r), basis(r, 2)
roughness = (f2 * weight[:, None]).T @ f2
edge_rows = np.array([basis(rc, k) for k in range(3)])


def pseudize(i, partner=None):
    """Smoothest function with matched edge, norm and optional overlap."""
    rows = edge_rows
    target = np.array([edge_value[i], edge_slope[i], edge_curvature[i]])
    if partner is not None:
        rows = np.vstack([rows, partner])
        target = np.append(target, true_overlap[0, i])
    c0 = np.linalg.pinv(rows) @ target
    free = null_space(rows)
    missing = true_overlap[i, i] - c0 @ c0
    assert missing > 0, "norm cannot be reached"
    k, u = np.linalg.eigh(free.T @ roughness @ free)
    h = u.T @ (free.T @ roughness @ c0)

    def excess(t):
        return np.log(np.sum((h / (k - k[0] + np.exp(t)))**2) / missing)

    t = brentq(excess, -25, 45, xtol=1e-13)
    return c0 - free @ (u @ (h / (k - k[0] + np.exp(t))))


c1 = pseudize(0)
c2 = pseudize(1, c1)
coefficients = np.array([c1, c2]).T
phi = f0 @ coefficients
phi_overlap = (phi * weight[:, None]).T @ phi
assert np.abs(phi_overlap - true_overlap).max() < 1e-9


def v_local(radius, v=0.0):
    q = (np.asarray(radius) / rc)**2
    inside = -(1.875 - 1.25 * q + 0.375 * q**2) / rc + v * (1 - q)**3
    return np.where(q <= 1, inside, -1 / np.asarray(radius))


def projectors(radius, coeff, v=0.0):
    u = basis(radius) @ coeff
    return (u * eps + basis(radius, 2) @ coeff / 2
            - np.asarray(v_local(radius, v))[..., None] * u)


def b_and_gram(coeff, v=0.0):
    chi = projectors(r, coeff, v)
    return ((f0 @ coeff * weight[:, None]).T @ chi,
            (chi * weight[:, None]).T @ chi, chi)


B, S, chi = b_and_gram(coefficients)
asymmetry = abs(B[0, 1] - B[1, 0])
assert asymmetry < 1e-8
assert np.abs(projectors(rc, coefficients)).max() < 1e-8
B = (B + B.T) / 2

# Without the cross-overlap condition B is not Hermitian.
loose = np.array([c1, pseudize(1)]).T
B_loose = b_and_gram(loose)[0]
loose_difference = B_loose[0, 1] - B_loose[1, 0]
loose_formula = (eps[1] - eps[0]) * (
    loose[:, 0] @ loose[:, 1] - true_overlap[0, 1])
assert abs(loose_difference - loose_formula) < 1e-8
assert abs(loose_difference) > 1e-6

# Diagonal form against direct diagonalization of the whole operator.
d, a, M = diagonal_form(S, B)
beta = chi @ a
dense, remainder = dense_nonzero(sw * chi, B)
size = np.abs(d).max()
assert np.abs(d - dense).max() < 1e-7 * size
assert remainder < 1e-8 * size
assert np.abs((beta * weight[:, None]).T @ beta - np.eye(2)).max() < 1e-8
assert (np.sum(dense > 0), np.sum(dense < 0)) == inertia(B)
action = beta @ (d[:, None] * ((beta * weight[:, None]).T @ phi))
assert np.abs(action - chi).max() < 1e-7 * np.abs(chi).max()
inverse_d, a_short = eigh(B, S)
assert np.allclose(np.sort(1 / inverse_d), dense, rtol=1e-7)
beta_short = chi @ a_short
short_operator = (sw * beta_short / inverse_d) @ (sw * beta_short).T
full_operator = (sw * chi) @ np.linalg.inv(B) @ (sw * chi).T
assert np.abs(short_operator - full_operator).max() < 1e-7 * size

# Change of basis, and the form obtained by diagonalizing B alone.
A = np.array([[1.0, 0.7], [-2.0, 3.0]])
B_new, S_new = A.T @ B @ A, A.T @ S @ A
d_new = diagonal_form(S_new, B_new)[0]
assert np.abs(d_new - dense).max() < 1e-7 * size


def b_only(b_matrix, gram):
    b, u = np.linalg.eigh(b_matrix)
    g = u.T @ gram @ u
    return np.diag(g) / b, g[0, 1] / np.sqrt(g[0, 0] * g[1, 1])


naive, cosine = b_only(B, S)
naive_new, cosine_new = b_only(B_new, S_new)
for coeffs in (naive, naive_new):
    assert abs(coeffs.sum() - dense.sum()) < 1e-7 * size
    assert (np.sum(coeffs > 0), np.sum(coeffs < 0)) == inertia(B)
    assert np.abs(np.sort(coeffs) - dense).max() > 1e-6 * size
assert np.abs(np.sort(naive) - np.sort(naive_new)).max() > 1e-6 * size

# Pseudo-atom in a sine basis: it must contain the 1s and 2s energies.
box, n_sine = 30.0, 300
xo, wo = np.polynomial.legendre.leggauss(1200)
r_all = np.append(r, rc + (box - rc) * (xo + 1) / 2)
w_all = np.append(weight, wo * (box - rc) / 2)
wave = np.arange(1, n_sine + 1) * np.pi / box
sines = np.sqrt(2 / box) * np.sin(np.outer(r_all, wave))
H_local = (np.diag(wave**2 / 2)
           + sines.T @ ((w_all * v_local(r_all))[:, None] * sines))
p = sines[:len(r)].T @ (weight[:, None] * beta)
levels = np.linalg.eigvalsh(H_local + (p * d) @ p.T)
local_levels = np.linalg.eigvalsh(H_local)
nearest = np.array([levels[np.argmin(np.abs(levels - e))] for e in eps])
assert np.abs(nearest - eps).max() < 5e-5  # finite sine basis

# Varying the local potential takes B through every inertia.
W = (phi * (weight * (1 - (r / rc)**2)**3)[:, None]).T @ phi
critical = eigh(B, W, eigvals_only=True)


def at_strength(v):
    b, s, c = b_and_gram(coefficients, v)
    b = (b + b.T) / 2
    return b, dense_nonzero(sw * c, b)[0], diagonal_form(s, b)[0]


strengths = [critical[0] - 1, critical.mean(), critical[1] + 1]
scan = []
for v, expected in zip(strengths, [(2, 0), (1, 1), (0, 2)]):
    b_v, dense_v, d_v = at_strength(v)
    assert inertia(b_v) == expected
    assert (np.sum(dense_v > 0), np.sum(dense_v < 0)) == expected
    assert np.allclose(dense_v, d_v, rtol=1e-6)
    scan.append((v, expected, dense_v))
near = []
for offset in (-1e-4, -1e-5, 1e-5, 1e-4):
    values = at_strength(critical[0] + offset)[1]
    near.append(values[np.argmax(np.abs(values))])
assert near[0] > 0 and near[1] > 0 and near[2] < 0 and near[3] < 0
assert abs(near[1] / near[0] - 10) < 1 and abs(near[2] / near[3] - 10) < 1


def show(label, numbers, unit, digits=6):
    text = "  ".join(f"{z:.{digits}f}" for z in np.ravel(numbers))
    print(f"{label}: {text} {unit}")


show("core radius", rc, "bohr", 2)
show("reference energies 1s, 2s", eps, "Ha", 4)
show("local potential at r=0", v_local(0.0), "Ha", 4)
show("inner overlaps 11, 12, 22", true_overlap[[0, 0, 1], [0, 1, 1]], "")
print(f"asymmetry B12-B21, full norm conservation: {asymmetry:.1e} Ha")
show("B12-B21 without cross-overlap condition", loose_difference, "Ha")
show("same from overlap formula", loose_formula, "Ha")
show("B11, B12, B22", B[[0, 0, 1], [0, 1, 1]], "Ha", 7)
show("eigenvalues of B", np.linalg.eigvalsh(B), "Ha", 7)
show("S11, S12, S22", S[[0, 0, 1], [0, 1, 1]], "Ha^2", 7)
show("eigenvalues of S", np.linalg.eigvalsh(S), "Ha^2", 7)
show("M11, M12, M22", M[[0, 0, 1], [0, 1, 1]], "Ha")
show("d from Gram reduction", d, "Ha")
show("d from full operator", dense, "Ha")
show("d converted", d * HARTREE_EV, "eV", 4)
print("inertia of B (positive, negative):", inertia(B))
show("mixing matrix A, by rows", A, "", 1)
show("eigenvalues of B after mixing", np.linalg.eigvalsh(B_new), "Ha")
show("d after mixing", d_new, "Ha")
show("B-only unit-length coefficients", naive, "Ha")
show("B-only projector overlap", cosine, "")
show("B-only coefficients after mixing", naive_new, "Ha")
show("B-only projector overlap after mixing", cosine_new, "")
show("sum of d", d.sum(), "Ha")
show("lowest four levels, local potential only", local_levels[:4], "Ha")
show("lowest four levels, full pseudo-atom", levels[:4], "Ha")
show("levels nearest 1s, 2s references", nearest, "Ha", 7)
show("critical strengths v", critical, "Ha")
for v, signs_v, values_v in scan:
    show(f"v = {v:.4f} Ha, inertia {signs_v}, d", values_v, "Ha", 4)
show("largest |d| at v1 -1e-4, -1e-5, +1e-5, +1e-4 Ha", near, "Ha", 2)
print(f"random-matrix largest relative error: {random_error:.1e}")
print("tests ok")
```

Output:

```
core radius: 1.50 bohr
reference energies 1s, 2s: -0.5000  -0.1250 Ha
local potential at r=0: -1.2500 Ha
inner overlaps 11, 12, 22: 0.576810  0.167689  0.049954 
asymmetry B12-B21, full norm conservation: 2.3e-14 Ha
B12-B21 without cross-overlap condition: 0.000038 Ha
same from overlap formula: 0.000038 Ha
B11, B12, B22: -0.2121281  -0.0721217  -0.0248032 Ha
eigenvalues of B: -0.2366781  -0.0002531 Ha
S11, S12, S22: 0.1779186  0.0616700  0.0217022 Ha^2
eigenvalues of S: 0.0002912  0.1993296 Ha^2
M11, M12, M22: -0.788107  -0.056767  -1.233514 Ha
d from Gram reduction: -1.240635  -0.780986 Ha
d from full operator: -1.240635  -0.780986 Ha
d converted: -33.7594  -21.2517 eV
inertia of B (positive, negative): (0, 2)
mixing matrix A, by rows: 1.0  0.7  -2.0  3.0 
eigenvalues of B after mixing: -0.651155  -0.001781 Ha
d after mixing: -1.240635  -0.780986 Ha
B-only unit-length coefficients: -0.842166  -1.179455 Ha
B-only projector overlap: 0.156662 
B-only coefficients after mixing: -0.856148  -1.165472 Ha
B-only projector overlap after mixing: 0.170183 
sum of d: -2.021621 Ha
lowest four levels, local potential only: -0.356664  -0.105209  -0.049107  -0.018875 Ha
lowest four levels, full pseudo-atom: -0.499999  -0.125000  -0.055424  -0.024639 Ha
levels nearest 1s, 2s references: -0.4999987  -0.1249999 Ha
critical strengths v: -3.721942  -1.153525 Ha
v = -4.7219 Ha, inertia (2, 0), d: 1.4730  3.4474 Ha
v = -2.4377 Ha, inertia (1, 1), d: -0.7663  0.9195 Ha
v = -0.1535 Ha, inertia (0, 2), d: -1.2084  -0.7652 Ha
largest |d| at v1 -1e-4, -1e-5, +1e-5, +1e-4 Ha: 16815.98  168150.96  -168149.02  -16814.01 Ha
random-matrix largest relative error: 1.4e-15
tests ok
```
